# Why hotter oxidation reduces stress retardation at curved silicon surfaces

**Question.** A curved silicon surface oxidizes more slowly than it would without stress, because the growing oxide presses on the interface where the reaction takes place. Heating speeds up the reaction, so the oxide is pushed aside faster, which by itself should raise the stress. Why does the retardation nevertheless become weaker at higher temperature?

**Answer.**

### Where the pressure comes from

Take a long silicon post in steam. The silicon has radius $a$, and the oxide around it extends to radius $b$. Let $G$ be the volume of oxide formed per unit interface area and time; it has the unit of a speed. Oxide takes up more room than the silicon it consumes. If silicon supplies a fraction $\alpha=0.44$ of the oxide volume, the interface recedes at $\alpha G$, and the remaining volume must be found by pushing the old oxide outward at

$$v(a)=(1-\alpha)G .$$

On a flat wafer the film simply rides outward. On a post each ring of oxide is carried to a larger circumference and must stretch. The oxide resists by its viscosity, and the stretched rings squeeze what lies inside them, as a tight band would.

To turn this into a formula, treat the oxide as incompressible, with no flow along the post. The same volume then crosses every circle, so $rv$ is constant:

$$v=\frac{C}{r},\qquad C=(1-\alpha)Ga .$$

The strain rates are $\dot e_{rr}=dv/dr=-C/r^2$ and $\dot e_{\theta\theta}=v/r=+C/r^2$. This flow pattern follows from volume conservation alone, whatever the flow law.

Count tensile stress as positive and define the shear stress $\tau=(\sigma_{\theta\theta}-\sigma_{rr})/2$. Radial force balance in a slowly moving oxide is

$$\frac{d\sigma_{rr}}{dr}=\frac{\sigma_{\theta\theta}-\sigma_{rr}}{r}=\frac{2\tau}{r}.$$

The outer surface is free, $\sigma_{rr}(b)=0$. With the interface pressure defined as $P=-\sigma_{rr}(a)$, integration from $a$ to $b$ gives

$$P=\int_a^b\frac{2\tau}{r}\,dr .$$

For a Newtonian oxide of viscosity $\eta$, the stress difference is $2\eta$ times the strain-rate difference. Hence $2\tau=2\eta(2C/r^2)$, or $\tau=2\eta C/r^2$, and

$$P=4\eta C\int_a^b\frac{dr}{r^3}=2\eta C\left(\frac1{a^2}-\frac1{b^2}\right)
=2(1-\alpha)\frac{\eta G}{a}\left(1-\frac{a^2}{b^2}\right).$$

The pressure is a geometric factor times the product $\eta G$. For a thin film of thickness $x=b-a\ll a$, the bracket is about $2x/a$, so $P\approx4(1-\alpha)\eta Gx/a^2$. This vanishes for a flat surface, $a\to\infty$.

In a round hole the oxide lies at $b<r<a$ and moves inward, $v=-C/r$. Both $\tau$ and the order of the radii change sign relative to the post, and the result is $P=2(1-\alpha)(\eta G/a)(a^2/b^2-1)$. The interface is again under compression, so the argument about the reaction applies to both curvatures.

### How the pressure slows growth

The reaction has to make room against the pressure. Describe this by an activation volume $V_k$, taken as constant: the reaction rate is multiplied by $e^{-u}$, with

$$u=\frac{PV_k}{kT}.$$

The oxidant must also diffuse through the oxide. Let its concentration be $c^*$ at the outer surface and its flux at the interface be $F$. In steady state the flux at radius $r$ is $Fa/r$, so with diffusivity $D$

$$c^*-c(a)=\int_a^b\frac{Fa}{Dr}\,dr=\frac{Fa}{D}\ln\frac ba .$$

The reaction consumes $F=k_se^{-u}c(a)$, where $k_s$ is the stress-free reaction coefficient. Eliminating $c(a)$ gives

$$c^*=F\left(\frac{e^u}{k_s}+\frac{a}{D}\ln\frac ba\right).$$

If unit volume of oxide needs $N$ oxidant molecules, then $G=F/N$. With the usual linear constant $L=k_sc^*/N$ and parabolic constant $B=2Dc^*/N$,

$$\frac1G=\frac{e^u}{L}+m,\qquad m=\frac{2a\ln(b/a)}{B}.$$

Reaction and diffusion are resistances in series, and stress enlarges the first. Let $G_0$ be the rate for $u=0$ on the same post, and $f=mG_0$ the share of diffusion in the stress-free resistance. The retardation is measured by $R=G/G_0$:

$$\frac1R=G_0\left(\frac{e^u}{L}+m\right)=(1-f)e^u+f ,$$

since $G_0/L=1-f$. No retardation means $R=1$.

There is a feedback: stress slows growth, and slower growth lowers the stress. It is plainest for Newtonian oxide without diffusion resistance. Let $\beta$ be the exponent that the unretarded rate $G_0$ would produce. Then $u=\beta R$ and $R=e^{-\beta R}$. Multiplying by $\beta e^{\beta R}$ gives $\beta R\,e^{\beta R}=\beta$, which the Lambert function $W$ solves: $R=W(\beta)/\beta$. For small $\beta$ this is $R\approx1-\beta$. For large $\beta$ the exponent $u=W(\beta)$ grows roughly as $\ln\beta$: growth throttles itself before the pressure can run away.

### Why heating lowers the exponent

Insert the Newtonian pressure into $u$. At fixed $a$ and $b$, temperature enters through one combination,

$$\Gamma=\frac{\eta G}{kT}.$$

This survives when the oxide yields more easily under high stress. If flow proceeds by thermally activated hops that stress favours in one direction and hinders in the other, the flow rate varies as $\sinh(\tau/\sigma_c)$, with $\sigma_c=2kT/V_c$ and $V_c$ the activation volume of flow. Matching to $\tau=2\eta C/r^2$ at low stress gives

$$\tau=\sigma_c\,\mathrm{arsinh}\frac{2\eta C}{\sigma_cr^2},\qquad
\frac{P}{kT}=\frac4{V_c}\int_a^b\mathrm{arsinh}\!\left(\frac{\eta C V_c}{kT\,r^2}\right)\frac{dr}{r}.$$

Because $C\propto G$, the right side is still an increasing function of $\Gamma$ alone, provided $V_c$ does not depend on temperature. Shear thinning weakens the dependence on $\Gamma$ but does not reverse it.

Now let $y=1/kT$, with $\eta\propto e^{E_\eta y}$, $L\propto e^{-E_Ly}$ and $B\propto e^{-E_Py}$. At fixed $u$, the two terms of $1/G$ grow with $y$ at relative rates $E_L$ and $E_P$. Weighting them by their shares, with $\phi=mG$ the diffusion share under stress, gives

$$\left.\frac{\partial\ln G}{\partial y}\right|_u=-E_G,\qquad E_G=(1-\phi)E_L+\phi E_P .$$

The factor $1/kT=y$ adds $d\ln y/dy=kT$, so

$$\left.\frac{\partial\ln\Gamma}{\partial y}\right|_u=E_\eta+kT-E_G .$$

The feedback must still be included. Let $h(u)$ be the value of $\ln\Gamma$ needed to produce the exponent $u$; it increases with $u$. The actual $u$ satisfies $h(u)=\ln\Gamma(u,y)$. At fixed $y$, $\partial\ln G/\partial u=-Ge^u/L=-(1-\phi)$. Differentiating the condition along the solution gives

$$h'(u)\frac{du}{dy}=E_\eta+kT-E_G-(1-\phi)\frac{du}{dy},$$

$$\frac{du}{dy}=\frac{E_\eta+kT-E_G}{h'(u)+1-\phi}.$$

The denominator is positive. Feedback therefore changes the size of the effect, not its sign. Heating lowers $y$, so it lowers the exponent if and only if

$$E_\eta+kT>E_G .$$

Viscous flow of silica requires rearranging a strongly bonded network, and $E_\eta$ is roughly 5 eV. The growth energies are roughly 1 to 2 eV. With these values the oxide softens much faster than its growth accelerates. The low-stress viscosity of a growing film is usually obtained by fitting, however, and its energy is less certain than this round figure suggests; the last section shows what a smaller value does.

A second cause acts in the same direction. The ratio of diffusion to reaction resistance, $f/(1-f)=mL$, varies as $L/B$ and rises on heating when $E_L>E_P$. A larger $f$ gives a larger $R$ at the same $u$, because stress here acts on the reaction and a smaller part of the resistance is then exposed to it.

### Numbers for a post in steam

Take $a=200$ nm and $b=300$ nm at every temperature. The following are rough typical values for wet oxide. At 1300 K, $\eta=5\times10^{12}$ Pa s, $L=1000$ nm/h and $B=3\times10^5$ nm²/h. The energies are $E_\eta=5$, $E_L=2$ and $E_P=0.8$ eV, and the volumes are $V_k=0.0125$ and $V_c=0.2$ nm³.

At 1250 K these give $\eta=2.98\times10^{13}$ Pa s, $L=490$ nm/h and $B=2.255\times10^5$ nm²/h. The coupled equations for $G$ and $u$ are solved by numerical root finding, with quadrature for the pressure integral. For shear-thinning oxide:

| $T$ (K) | $\eta$ (Pa s) | $G_0$ (nm/h) | $f$ | $P$ (MPa) | $u$ | $R$ |
|---|---|---|---|---|---|---|
| 1250 | $3.0\times10^{13}$ | 362 | 0.26 | 631 | 0.457 | 0.70 |
| 1300 | $5.0\times10^{12}$ | 649 | 0.35 | 493 | 0.344 | 0.79 |
| 1350 | $9.6\times10^{11}$ | 1074 | 0.45 | 349 | 0.234 | 0.87 |
| 1400 | $2.1\times10^{11}$ | 1656 | 0.54 | 206 | 0.133 | 0.94 |

The first row can be followed by hand. Since $kT=\sigma_cV_c/2$, the exponent is $u=2PV_k/(\sigma_cV_c)=0.125\,P/\sigma_c$. With $\sigma_c=172.6$ MPa this is $0.125\times631/172.6=0.457$. Then $1/R=0.7395\,e^{0.457}+0.2605=1.43$, so $R=0.70$.

From 1250 to 1400 K the viscosity falls by a factor of 144.5 while $G_0$ rises by 4.57, so $\eta G_0$ falls by 31.6. The actual rate $G$ rises by more, a factor of 6.1, because the retardation weakens; $\eta G$ therefore falls by 24 and $\Gamma$ by 26. The exponent falls by a factor of just 3.4, because the arsinh compresses large changes in $\Gamma$.

A Newtonian oxide would give $R=0.24$ at 1250 K and 0.92 at 1400 K, but its interface shear stress at 1250 K would be 4094 MPa, about 24 times $\sigma_c$. Shear thinning is therefore essential here.

At 1300 K, $\phi=0.277$ and $kT=0.112$ eV. The exponent would stop falling on heating if $E_\eta$ were as low as $0.723\times2+0.277\times0.8-0.112=1.56$ eV. The threshold is higher for a thinner film, where the diffusion share is smaller: it is 1.82 eV for $b=210$ nm. The value of 5 eV is far above both.

The two causes can be separated by changing one factor at a time. At 1400 K with the viscosity kept at its 1250 K value, $u$ rises from 0.457 to 0.603: faster growth does raise the stress, as the question supposed. Yet $R$ becomes 0.72, slightly above 0.70, because the larger diffusion share more than offsets the larger exponent. Letting the viscosity fall as well brings $R$ to 0.94. For Newtonian oxide the same frozen viscosity would lower $R$ from 0.24 to 0.11. In both cases the softening of the oxide supplies most of the final recovery.

### The thickness of a grown film

An instantaneous rate at prescribed radii is not a film thickness. Start instead with a bare post of radius 250 nm and oxidize it for the time in which a flat wafer gains 100 nm. For a flat film $a\ln(b/a)$ becomes $x$, so $dt/dx=1/L+2x/B$ and $t=x/L+x^2/B$. At 1250 K this is $100/489.6+100^2/(2.255\times10^5)=0.249$ h, or 14.9 min; at 1400 K it is 2.9 min.

The radii obey $da/dt=-\alpha G$ and $db/dt=(1-\alpha)Ga/b$. Runge–Kutta integration with shear thinning gives a film of 80 nm at 1250 K, against 93 nm without stress, a ratio of 0.86. At 1400 K the films are 92.5 and 95.6 nm, a ratio of 0.97. The retardation weakens in thickness too.

Equal flat-wafer thickness is the fair comparison. At equal times the hotter film would be thicker, so temperature and geometry would change together.

### How far the model can be trusted

The example is in the regime of steam oxidation of submicrometre silicon posts at about 980 to 1130 °C. The viscosity is uncertain, partly because it depends on water content. Ten times the viscosity changes $R$ to 0.59 at 1250 K and 0.84 at 1400 K; one tenth gives 0.83 and 0.99. The activation volumes matter as much: doubling $V_k$ gives 0.50 and 0.88, and halving $V_c$ gives 0.56 and 0.93. The trend remains in each case, but the individual values are estimates. The viscosity energy decides which cause dominates. With $E_\eta=2.19$ eV and the same viscosity at 1300 K, $u$ falls only from 0.363 to 0.298 and $R$ rises from 0.76 to 0.86; the larger diffusion share alone, at $u=0.363$, would already give 0.83. Viscosity and $V_c$ are fitted together, and fits that let $V_c$ rise with temperature can pair it with an energy of this smaller size. The exponent is then no longer a function of $\Gamma$ alone, and part of the softening is carried by $V_c$.

Steady viscous flow is a fair assumption here. With a shear modulus of 30 GPa and growth held at its steady rate, the interface pressure builds up to 90% of its steady value in about 114 s at 1250 K and 10 s at 1400 K, while the growth time $(b-a)/G$ is 1420 and 232 s. Including this elastic delay in the growth from a bare post, with new oxide born free of shear stress, changes the film only from 80.4 to 81.3 nm at 1250 K and from 92.5 to 92.6 nm at 1400 K. Surface tension of 0.3 N/m adds about 1 MPa, which is negligible. Real posts also expose different crystal faces. A face reacting 1.7 times faster has $R=0.71$ and 0.95 at the two end temperatures, so this changes $R$ little, although it changes the growth rate itself and makes the post non-circular.

An important omission is the effect of stress on diffusion. The oxide on a post is stretched, which may open its network to the oxidant. Suppose the diffusivity is multiplied by $e^{\sigma V_D/kT}$, with $V_D=0.075$ nm³ and $\sigma$ the mean of the radial, hoop and axial stresses at the outer surface. Without flow along the post the axial stress is the average of the other two, so this mean equals $\tau(b)$. Inside the film the mean stress is lower, falling towards the interface, while faster growth raises the stress everywhere. With both included, growth would be faster by about 17% at 1250 K and 33% at 1400 K. Relative to the stress-free rate, this turns 0.70 into 0.82 and 0.94 into 1.25. If tension acts this strongly, the small slowing at 1400 K is replaced by a speed-up. The volume $V_D$ is poorly known: 0.025 nm³ gives 0.76 and 1.04, and 0.0065 nm³ gives 0.72 and 0.96. In a hole both $\sigma_{rr}$ and $\tau$ are negative, so the mean stress is compressive and the same factor would slow diffusion. Return now to the post with $V_D=0.075$ nm³. The ratio is still higher at 1400 K than at 1250 K, but it peaks near 1400 K. On further heating the stress fades and the ratio falls back towards 1 from above. When stress affects the reaction alone, $R$ instead approaches 1 from below.

The calculated hoop tension at the outer surface is 1.4 GPa at 1250 K and 0.4 GPa at 1400 K. The colder film is thus also the one more exposed to cracking, which would release the stress and invalidate the continuous-flow picture.
